# Half the derivative discontinuity and the asymptotic correction of Rydberg levels

## Question

A semilocal density functional can give a reasonable ionization energy as a difference of two total energies. Yet in the same calculation the highest occupied Kohn-Sham level lies several electronvolts above $-I$, and the Rydberg series is almost entirely missing. What do the two faults have in common, how large is the displacement of the level, and what must be added to the potential to bring the series back?

## Answer

### The exact potential has two branches

Hartree atomic units are used in the formulas. Let

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),$$

and let every Kohn-Sham potential vanish at infinity until stated otherwise. For a fractional electron number $N+\omega$, with $0<\omega<1$, the ground state is a statistical mixture. If the integer energies are convex in $N$, the lowest average energy comes from mixing the two adjacent integers:

$$E(N+\omega)=(1-\omega)E(N)+\omega E(N+1),\qquad \rho=(1-\omega)\rho_N+\omega\rho_{N+1}.$$

The slope of $E$ is therefore $-I$ just below $N$ and $-A$ just above it.

This slope is the energy of the partly filled orbital, by Janak's theorem. Write $E=\sum_j f_j\langle\phi_j|\hat t|\phi_j\rangle+F[\rho]$, with $\rho=\sum_j f_j|\phi_j|^2$, kinetic operator $\hat t$ and $v=\delta F/\delta\rho$. Changing one occupation gives

$$\frac{dE}{df_i}=\langle\phi_i|\hat t+v|\phi_i\rangle+\sum_j f_j\varepsilon_j\frac{d}{df_i}\langle\phi_j|\phi_j\rangle=\varepsilon_i .$$

The sum collects the relaxation of the orbitals. It vanishes because they stay normalized.

As $\omega\to0$ the density tends to $\rho_N$ from both sides. A density fixes its Kohn-Sham potential up to a constant, so wherever $\rho_N$ dominates, the potentials on the two sides can differ by a constant at most:

$$v^+=v^-+\Delta .$$

The external and Hartree potentials are continuous in $N$, so the jump belongs to $v_{xc}$. To find $\Delta$, let $\varepsilon_H=-I$ and $\varepsilon_L$ be the highest occupied and lowest unoccupied levels of $v^-$. Just above $N$ the second of these begins to fill. Its energy is then $\varepsilon_L+\Delta$, and it must equal $-A$. Hence

$$\Delta=-A-\varepsilon_L=(I-A)-(\varepsilon_L-\varepsilon_H).$$

### How a constant can coexist with a potential that vanishes

The case $N=1$ shows the mechanism. Let all $1+\omega$ electrons share one spatial orbital, $\phi\propto\sqrt{\rho}$. In one dimension the Kohn-Sham equation can be solved for the potential:

$$v(x)-\varepsilon=\frac{\phi''(x)}{2\phi(x)} .$$

Near the nucleus $\rho\approx\rho_1$, so the right side is the same as for one electron, $v_1+I$. With $\varepsilon=-A$ this gives $v=v_1+I-A$, a plateau of height $\Delta=I-A$. Far away the density of the added fraction takes over, because it decays more slowly: as $e^{-2\sqrt{2A}|x|}$ against $e^{-2\sqrt{2I}|x|}$, apart from powers of $x$. There $\phi''/2\phi\to A$ and $v\to0$. Equating $\omega e^{-2\sqrt{2A}x}$ with $e^{-2\sqrt{2I}x}$ gives a leading estimate for the edge of the plateau,

$$x_{\rm edge}\approx\frac{\ln(1/\omega)}{2(\sqrt{2I}-\sqrt{2A})},$$

which moves to infinity as $\omega\to0$. The neglected prefactors and powers of $x$ shift the edge by an amount that grows more slowly than $\ln(1/\omega)$, but it can be a bohr or more.

A model with external potential $-2/\sqrt{x^2+1}$ and repulsion $1/\sqrt{(x-x')^2+1}$ can be diagonalized on a lattice of step 0.2 bohr for one and two electrons. The energies, which the finite step makes about 0.001 hartree too low, are $-1.4843$ and $-2.2394$ hartree, so $I=1.4843$, $A=0.7551$ and $\Delta=0.7293$ hartree; the finite step leaves $\Delta$ about 0.0007 hartree too high. Inverting the ensemble density at $\omega=0.003$, with the zero of potential fixed by the Coulomb tail at 14 bohr, gives a jump of 0.727 hartree at the centre and a level at $-0.758$ hartree. Both agree with $\Delta$ and $-A$ to within 0.003 hartree. The finite $\omega$ and the finite distance both leave errors of their own, which were not separated.

### Where a semilocal potential lies

A semilocal $v_{xc}$ at a point depends on the density and a few of its derivatives there. When $\omega$ passes through zero these change continuously, so the potential cannot jump. It has to serve both branches with one value. The averaging picture is that in the region of the valence electrons it lies about midway between them:

$$v_{xc}^{\rm sl}\approx v_{xc}^-+\tfrac12\Delta\quad\text{(inside)},\qquad v_{xc}^{\rm sl}\to0\quad\text{(far outside)}.$$

"Average" is thus a statement about values, not an averaging operation carried out by the functional. It does not extend to an atomic core, where a local approximation to exchange has further errors that can be much larger than $\Delta/2$ and vary from shell to shell.

The one-dimensional model allows a direct look. For one electron the exact Kohn-Sham potential is the external one, so $v_{xc}^-=-v_H$. For the local approximation take exchange in the unpolarized uniform gas, whose Fermi wavenumber is $k_F=\pi\rho/2$. The exchange potential is the exchange energy of an electron at $k_F$ with all others of its spin. The Fourier transform of the repulsion is $2K_0(|q|)$, with $K_0$ a modified Bessel function, so

$$v_x=-\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,2K_0(k_F-k)=-\frac1\pi\int_0^{\pi\rho}K_0(q)\,dq .$$

Averaged over the exact one-electron density, $v_x$ lies $0.515\,\Delta$ above the lower branch. At 10 bohr the ratio is only 0.137. There $v_x$ has died out, and what remains is $v_H\approx1/10$ hartree, which is 0.137 of 0.7293 hartree. The midway position holds inside and is lost outside. The inner fraction depends on the approximation: correlation is omitted, and a spin-polarized gas would give a more negative $v_x$ and so a smaller fraction.

### Why the fraction is one half

For a partly filled shell the factor follows from energies alone. Within such a shell a semilocal $E(N)$ is smooth, so it can be expanded about the integer:

$$E(N\pm1)=E\pm E'+\tfrac12E''\pm\tfrac16E'''+\dots$$

Inserting this in the definitions gives

$$I=-E'+\tfrac12E''-\tfrac16E'''+\dots,\qquad A=-E'-\tfrac12E''-\tfrac16E'''+\dots$$

The even terms cancel in the sum, $I+A=-2E'-\tfrac13E'''+\dots$ With $E'=\varepsilon_H^{\rm sl}$ from Janak's theorem,

$$\varepsilon_H^{\rm sl}=-\tfrac12(I+A)-\tfrac16E'''+\dots$$

Adding $I$ to both sides,

$$\varepsilon_H^{\rm sl}+I=\tfrac12(I-A)-\tfrac16E'''+\dots$$

In spin-restricted theory with the shell filled evenly, the same level is both highest occupied and lowest available. The Kohn-Sham gap is zero, $\Delta=I-A$, and the displacement is $\Delta/2$ up to the cubic term. The exact slope takes two values at the integer, $-I$ and $-A$; the smooth curve has one slope, close to their mean.

Here $I$ and $A$ are differences of the functional's own energies. The result carries over to the true $I$ and $A$ to the extent that the functional is accurate at integer $N$.

For a closed shell the argument is weaker. The semilocal $E(N)$ then has a kink, since different orbitals fill on the two sides. One-sided expansions give, to second order,

$$\varepsilon_H^{\rm sl}\approx-I+\tfrac12E''_-,\qquad \varepsilon_L^{\rm sl}\approx-A-\tfrac12E''_+ .$$

The midway potential raises both levels of $v^-$ by $\Delta/2$. Since $\varepsilon_L=-A-\Delta$ in $v^-$, it predicts

$$\varepsilon_H^{\rm sl}\approx-I+\tfrac12\Delta,\qquad \varepsilon_L^{\rm sl}\approx-A-\tfrac12\Delta .$$

The two statements agree if both curvatures are close to $\Delta$. That is an assumption about the functional, which the expansion does not prove.

There is also a limit in which it fails. If an added charge spreads over an ever larger system, its semilocal self-repulsion, and with it $E''$, tends to zero. Then $\varepsilon_H^{\rm sl}\to-I$ and $\varepsilon_L^{\rm sl}\to-A$, with $I$ and $A$ those of the functional, whose difference is now just its Kohn-Sham gap. If the true $\Delta$ stays finite, the premise of accurate integer energies has broken down.

### Sulfur: the displacement in numbers

The free sulfur atom, $3p^4$, has the partly filled shell that the derivation needs. It is treated in non-relativistic, spherically averaged, spin-restricted LDA with Slater exchange and VWN correlation. The 3p level varies with the number of 3p electrons as follows.

| 3p electrons | 3.0 | 3.5 | 4.0 | 4.5 | 5.0 |
|---|---|---|---|---|---|
| level (eV) | −16.894 | −11.807 | −7.120 | −2.915 | 0.670 |

An exact functional would hold the level at $-I$ from 3 to 4 and at $-A$ from 4 to 5. LDA gives a steady rise instead. Total energies give $I=11.874$ eV and $A=3.018$ eV, close to minus the levels at the midpoints 3.5 and 4.5, as expected when a nearly straight line is integrated over a unit interval.

The anion's level is positive, so its last electron is not truly bound in LDA. A hard wall at 12 bohr holds it; moving the wall to 14 bohr changes $A$ by only 0.007 eV, and moving it to 30 bohr by 0.009 eV. The anion's level itself is more sensitive: it falls from 0.670 eV to 0.636 eV at 14 bohr and 0.614 eV at 30 bohr, so the last table entry holds only to about 0.06 eV.

The half discontinuity and the displacement are

$$\tfrac12\Delta=\tfrac12(11.874-3.018)=4.428\ \text{eV},\qquad I+\varepsilon_H=4.753\ \text{eV}.$$

The displacement exceeds $\Delta/2$ by 0.325 eV, or 7% of $\Delta/2$. With the wall at 30 bohr the excess is 0.330 eV. The cubic term accounts for nearly all of it. From the levels half an electron to either side,

$$E'''\approx\frac{-2.915-11.807+2(7.120)}{(0.5)^2}=-1.93\ \text{eV},\qquad -\tfrac16E'''\approx0.32\ \text{eV}.$$

The sign reflects a rise that slows as the shell fills: 9.77 eV from 3 to 4 electrons, 7.79 eV from 4 to 5 (about 7.7 eV with a distant wall).

### Why the Rydberg levels disappear

In LDA the continuum begins at zero, so an electron is freed from the 3p level at an orbital energy difference of $-\varepsilon_H=7.120$ eV instead of 11.874 eV. The threshold is too low by $I+\varepsilon_H$, about half the discontinuity.

The tail is wrong as well. A distant electron should see the singly charged ion, hence $-1/r$, which supports an infinite series. The LDA potential of the neutral atom falls off exponentially with the density and supports few levels. For sulfur it binds one empty s level, whether the radial box is 75 or 150 bohr wide.

Both faults come from the semilocal dependence on the density. In the valence region, the potential cannot jump with $N$ and lies about $\Delta/2$ above the lower branch. Outside, $v_{xc}$ dies out with the density, so it supplies neither that constant nor the $-1/r$ tail. A rise that is nearly uniform over the valence orbital shifts its level and leaves the orbital almost unchanged, but a Rydberg orbital lives mostly where the constant and the tail are both missing.

### Building the correction

If the inner potential is kept, the outer one must be raised to match:

$$v(r)\to-\frac1r+C .$$

The potential now tends to $C$, so the continuum begins at $C$. It must lie $I$ above the highest occupied level, which fixes

$$C-\varepsilon_H=I\quad\Longrightarrow\quad C=I+\varepsilon_H\approx\tfrac12\Delta .$$

Using $I+\varepsilon_H$ instead of $\Delta/2$ puts the threshold at the supplied $I$ even when the midway rule is only approximate. Subtracting $C$ everywhere changes no excitation energy. It gives a potential with tail $-1/r$, highest level $-I$, and an inner part lowered by about $\Delta/2$: an approximation to the lower branch $v^-$ outside the core.

A smooth form for the joining is

$$v_{xc}^{\rm AC}=(1-f)\,v_{xc}^{\rm sl}+f\left(-\frac{v_H}{N}+C\right),\qquad f(r)=\frac{1}{1+e^{-(r-r_j)/d}} .$$

Outside a neutral atom $v_H\to N/r$. It cancels the nuclear attraction, and $-v_H/N\to-1/r$ supplies the required tail.

The level depends on $C$ through the outer part of its orbital. At fixed density, first-order perturbation theory gives $d\varepsilon_H/dC=\int f|\phi_H|^2d^3r$, which lies between 0 and 1. Repeating $C\leftarrow I+\varepsilon_H(C)$ therefore converges, and quickly if little of the orbital lies beyond $r_j$. For sulfur with $r_j=5$ bohr and $d=0.5$ bohr, $C$ moves only from 4.753 to 4.790 eV and $\varepsilon_H$ from $-7.120$ to $-7.083$ eV.

In a potential with this tail the levels are $\varepsilon_n=C-1/[2(n-\delta_n)^2]$, where the quantum defect $\delta_n$ records the effect of the core. Subtracting $\varepsilon_H=C-I$ gives

$$\varepsilon_n-\varepsilon_H=I-\frac{1}{2(n-\delta_n)^2}.$$

Taking this difference as the excitation energy neglects the further interaction of the excited electron with the hole, beyond what the potential contains.

### The repaired series

The reference is an s electron in the electrostatic and nonlocal exchange field of the frozen LDA cation, averaged over spin. No density functional acts on the outer electron, and the tail is $-1/r$ by construction. The reference omits core polarization, correlation and the splitting by spin, and it uses the same LDA value of $I$. The comparison therefore tests the binding of the Rydberg electron, not the ionization energy. Excitation energies from 3p, in eV, are:

| level | corrected | reference | tail with $C=0$ |
|---|---|---|---|
| 4s | 7.876 | 8.458 | 4.556 |
| 5s | 10.265 | 10.380 | 5.924 |
| 6s | 10.989 | 11.034 | 6.451 |
| 7s | 11.313 | 11.335 | 6.707 |

For 5s the corrected quantum defect is 2.092, so with $\tfrac12$ hartree $=13.606$ eV,

$$11.874-\frac{13.606}{(5-2.092)^2}=11.874-1.609=10.265\ \text{eV}.$$

All four reference energies lie above the bare LDA threshold of 7.120 eV. With the correction, the number of bound empty s levels grows from 6 to 9 when the box is widened from 75 to 150 bohr, as a Coulomb series should.

The last column shows that a $-1/r$ tail alone is not enough. It produces a series, but one converging to $-\varepsilon_H=7.198$ eV. Its 7s energy is 4.63 eV below the reference, nearly the missing constant.

The corrected energies are too low relative to the reference by 0.582, 0.115, 0.045 and 0.022 eV. This improvement with $n$ does not mean that the inner potential is accurate. The quantum defects differ by 0.15 for 4s and still by 0.10 for 7s. An error $\eta$ in the defect changes the energy by about $-\eta/(n-\delta_n)^3$ hartree, so the same mismatch costs less in each higher level. The mismatch need not lie with the corrected potential alone. Adding to the reference a core-polarization term $-\alpha/2r^4$, with $\alpha\approx11$ a.u. for the cation and a cutoff at 2 to 3 bohr, raises its 7s defect from 1.97 to between 2.02 and 2.06, against 2.07 for the corrected potential.

### What the correction leaves open

The joining radius is a choice, and the lowest Rydberg level feels it. Moving $r_j$ from 4 to 7 bohr lowers the 4s excitation from 8.148 to 7.371 eV, but the 6s excitation only from 11.002 to 10.975 eV. The 4s orbital has much of its weight in the region where one potential replaces the other. The earlier join lies closer to this reference, but since the reference has omissions of its own, that is no reason to fit the radius to it.

The ionization energy must be supplied. An error in it shifts the series limit by the same amount and the high levels by nearly as much. The 4s level moves less, because only the part of its orbital beyond the join feels the change in $C$. The value of $I$ used here lacks spin polarization, which matters for a cation with three 3p electrons (spin-polarized LDA gives $I\approx10.54$ eV, 1.3 eV lower), so these are not predictions of the measured spectrum. The joined potential was also constructed directly, not derived from an energy functional; it supplies orbitals and levels, while total energies still come from the original functional. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
1D model: nuclear charge 2, lattice step 0.2 bohr, omega 0.003
1D energies, 1 and 2 electrons: -1.4843, -2.2394 hartree
1D I, A, D = I - A: 1.4843, 0.7551, 0.7293 hartree
1D ensemble level from inversion: -0.7578 hartree
1D potential jump at centre from inversion: 0.7270 hartree
1D local exchange, mean lift above lower branch / D: 0.515
1D same ratio at x = 10 bohr: 0.137
S total energy, LDA: -396.7161 hartree
S ionization energy I: 11.874 eV
S affinity A, wall at 12 bohr: 3.018 eV
S affinity A, wall at 14 bohr: 3.025 eV
S discontinuity D = I - A: 8.856 eV
S half discontinuity D/2: 4.428 eV
3p level with 3.0 3p electrons: -16.894 eV
3p level with 3.5 3p electrons: -11.807 eV
3p level with 4.0 3p electrons: -7.120 eV
3p level with 4.5 3p electrons: -2.915 eV
3p level with 5.0 3p electrons: 0.670 eV
S dE/dN by finite difference: -7.121 eV
S I + eps_HOMO, LDA: 4.753 eV
S (I + eps_HOMO) - D/2: 0.325 eV
S cubic estimate of that remainder: 0.321 eV
Joining radius: 5.0 bohr, switch width 0.5 bohr
Corrected: C = 4.790 eV, eps_HOMO = -7.083 eV
Tail without constant: eps_HOMO = -7.198 eV
Excitation 3p -> ns in eV: corrected, reference, tail without constant
  4s: 7.876, 8.458, 4.556
  5s: 10.265, 10.380, 5.924
  6s: 10.989, 11.034, 6.451
  7s: 11.313, 11.335, 6.707
Quantum defect: corrected, reference
  4s: 2.155, 2.004
  5s: 2.092, 1.982
  6s: 2.077, 1.975
  7s: 2.071, 1.971
Join at 4.0 bohr: C = 4.904 eV, 4s 8.148 eV, 6s 11.002 eV
Join at 6.0 bohr: C = 4.762 eV, 4s 7.600 eV, 6s 10.983 eV
Join at 7.0 bohr: C = 4.755 eV, 4s 7.371 eV, 6s 10.975 eV
Bound empty s levels, LDA, box 75 and 150 bohr: 1, 1
Bound empty s levels, corrected, box 75 and 150 bohr: 6, 9
```
